# Silicene in a Perpendicular Field: Gap Closing for One Spin per Valley: test program

```python
"""Silicene in a perpendicular field: gap from staggered potential and spin-orbit coupling.

Result under test: spin s=+1,-1 in valley eta=+1,-1 has the direct gap
2|V + eta*s*lam|; for t^2 > 2 lam^2 the global gap is 2||V|-lam|.  At V=lam the
species s=-eta is gapless in each valley.
Symbols: t nearest-neighbour hopping; lam intrinsic spin-orbit energy; +V and -V
potential energies on sublattices A and B; a lattice constant; d buckling height;
delta bonds from A to B; b second-neighbour vectors; f = sum exp(i k.delta);
g = 2/(3 sqrt3) sum sin(k.b).  Tests use a=1 and dimensionless energies.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

R3 = np.sqrt(3.0)
delta = np.array([[0, 1], [-R3/2, -0.5], [R3/2, -0.5]]) / R3
b = np.array([delta[1]-delta[2], delta[2]-delta[0], delta[0]-delta[1]])
K = np.array([4*np.pi/3, 0.0])
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2, dtype=complex)


def f_of(k):
    return np.exp(1j*delta @ k).sum()


def g_of(k):
    return 2/(3*R3)*np.sin(b @ k).sum()


def mesh(n, shift=0.0):
    """|f|^2, g and squared vector sum of unit(b)*sin(k.b) on an n x n mesh."""
    th = 2*np.pi*(np.arange(n)+shift)/n
    x2, x3 = np.meshgrid(th, th, indexing="ij")
    x1 = -x2-x3
    s1, s2, s3 = np.sin(x1), np.sin(x2), np.sin(x3)
    f2 = np.maximum(3+2*(np.cos(x1)+np.cos(x2)+np.cos(x3)), 0)
    g = 2/(3*R3)*(s1+s2+s3)
    w2 = s1**2+s2**2+s3**2-s1*s2-s2*s3-s3*s1
    return f2, g, np.maximum(w2, 0)


def energy(f2, g, s, t, lam, V):
    return np.sqrt(t*t*f2+(V+s*lam*g)**2)


def bloch(k, t, lam, V, r2=0.0, r1=0.0):
    """4x4 Hamiltonian, order A-up, A-down, B-up, B-down; r1, r2 Rashba energies."""
    M = V*one+lam*g_of(k)*sz
    for v in b:
        M = M+4*r2/3*(sx*v[1]-sy*v[0])*np.sin(k @ v)
    AB = -t*f_of(k)*one
    for v in delta:
        AB = AB+1j*r1/3*R3*(sx*v[1]-sy*v[0])*np.exp(1j*k @ v)
    return np.block([[M, AB], [AB.conj().T, -M]])


def cluster(L, s, t, lam, V):
    """Periodic real-space cluster built by walking along bonds."""
    cell = [(0, 0), (0, -1), (1, 0)]
    H = np.zeros((2*L*L, 2*L*L), complex)
    pos = np.zeros((2*L*L, 2))

    def walk(i, j, sub, p):
        sg = 1-2*sub
        return (i+sg*cell[p][0]) % L, (j+sg*cell[p][1]) % L, 1-sub, sg*delta[p]

    def idx(i, j, sub):
        return 2*(i*L+j)+sub

    for i in range(L):
        for j in range(L):
            for sub in (0, 1):
                n0 = idx(i, j, sub)
                pos[n0] = i*b[1]+j*b[2]+sub*delta[0]
                H[n0, n0] += V*(1-2*sub)
                for p in range(3):
                    i1, j1, u1, d1 = walk(i, j, sub, p)
                    H[idx(i1, j1, u1), n0] -= t
                    for q in range(3):
                        if q != p:
                            i2, j2, u2, d2 = walk(i1, j1, u1, q)
                            turn = np.sign(d1[0]*d2[1]-d1[1]*d2[0])
                            H[idx(i2, j2, u2), n0] += -1j*s*lam*turn/(3*R3)
    return H, pos


# Real-space diagonalization against the band formula, valley masses, charge transfer
L, t0, l0, V0 = 6, 1.0, 0.3, 0.2
f2, g, _ = mesh(L)
moved_cluster = moved_formula = 0.0
for s in (1, -1):
    H, pos = cluster(L, s, t0, l0, V0)
    assert np.allclose(H, H.conj().T)
    ev, U = np.linalg.eigh(H)
    E = energy(f2, g, s, t0, l0, V0).ravel()
    assert np.allclose(ev, np.sort(np.concatenate([-E, E])), atol=1e-7)
    for eta in (1, -1):
        wave = np.exp(1j*pos @ (eta*K))
        for sub in (0, 1):
            psi = np.where(np.arange(2*L*L) % 2 == sub, wave, 0)
            mass = (1-2*sub)*(V0+eta*s*l0)
            assert np.allclose(H @ psi, mass*psi, atol=1e-10)
    occ = (abs(U[:, :L*L])**2).sum(axis=1)
    moved_cluster += occ[1::2].mean()-0.5
    moved_formula += np.mean((V0+s*l0*g).ravel()/(2*E))
assert abs(moved_cluster-moved_formula) < 1e-8

# Expansion about both valleys
for eta in (1, -1):
    for ang in (0.3, 1.7, 4.0):
        u = np.array([np.cos(ang), np.sin(ang)])
        q = 1e-4*u
        dirac = R3/2*(eta*q[0]-1j*q[1])
        assert abs(-f_of(eta*K+q)-dirac) < 1e-3*abs(dirac)
        assert abs(g_of(eta*K+0.01*u)-eta*(1-0.01**2/4)) < 1e-7

# Inequality |f|^2 + g^2 >= 1: symbolic on the two-equal-phases line, then whole zone
x = sp.symbols("x", real=True)
c = sp.cos(x)
p = 1+2*c
F = (3+2*(2*c+sp.cos(2*x))
     + sp.Rational(4, 27)*(2*sp.sin(x)-sp.sin(2*x))**2-1)
diff = sp.expand(sp.expand_trig(F-p**2*(9-p)*(1+p)/27))
assert sp.expand(diff.subs(sp.sin(x)**2, 1-c**2)) == 0
N = 300
f2, g, w2 = mesh(N)
assert (f2+g*g-1).min() > -1e-12

# Global gap, its place in the zone, and failure when spin-orbit coupling is too large
for V in (0.0, 0.3, 0.65, 1.0, -0.65, -0.9):
    low = min(energy(f2, g, s, 1.0, 0.65, V).min() for s in (1, -1))
    assert abs(2*low-2*abs(abs(V)-0.65)) < 1e-6
for s in (1, -1):
    E = energy(f2, g, s, 1.0, 0.65, 0.65)
    spot = N//3 if s == -1 else 2*N//3
    assert np.unravel_index(E.argmin(), E.shape) == (spot, spot)
    assert (E < 1e-6).sum() == 1
assert 2*energy(f2, g, 1, 1.0, 1.5, 0.0).min() < 2*1.5-0.5


def chern(s, V, lam=0.3, n=60):
    """Lower-band Chern number from gauge-invariant plaquette phases."""
    th = 2*np.pi*np.arange(n)/n
    x2, x3 = np.meshgrid(th, th, indexing="ij")
    fp = 1+np.exp(-1j*x3)+np.exp(1j*x2)
    gg = 2/(3*R3)*(np.sin(x2)+np.sin(x3)-np.sin(x2+x3))
    H = np.zeros((n, n, 2, 2), complex)
    H[..., 0, 0], H[..., 1, 1] = V+s*lam*gg, -V-s*lam*gg
    H[..., 0, 1], H[..., 1, 0] = -fp, -fp.conj()
    u = np.linalg.eigh(H)[1][..., 0]
    l1 = (u.conj()*np.roll(u, -1, 0)).sum(-1)
    l2 = (u.conj()*np.roll(u, -1, 1)).sum(-1)
    loop = l1*np.roll(l2, -1, 0)*np.conj(np.roll(l1, -1, 1)*l2)
    return -np.angle(loop).sum()/(2*np.pi)


chern_values = {}
for s in (1, -1):
    for V in (0.1, 0.5, -0.1, -0.5):
        expected = (np.sign(V+s*0.3)-np.sign(V-s*0.3))/2
        chern_values[s, V] = chern(s, V)
        assert abs(chern_values[s, V]-expected) < 1e-8

# Second-neighbour Rashba spectrum at random wave vectors
rng = np.random.default_rng(4)
for k in rng.uniform(-4, 4, (20, 2)):
    ev = np.linalg.eigvalsh(bloch(k, 1.0, 0.3, 0.2, r2=0.25))
    vec = (b*np.sin(b @ k)[:, None]).sum(axis=0)
    root = np.sqrt((0.3*g_of(k))**2+(4*0.25/3)**2*(vec @ vec))
    E = [np.sqrt(abs(f_of(k))**2+(0.2+sg*root)**2) for sg in (1, -1)]
    assert np.allclose(ev, np.sort([E[0], E[1], -E[0], -E[1]]), atol=1e-10)


# Nearest-neighbour Rashba: the closing at the valley point moves but survives
def middle_gap(V, eta):
    ev = np.linalg.eigvalsh(bloch(eta*K, 1.0, 1.0, V, r1=0.5))
    return ev[2]-ev[1]


for eta in (1, -1):
    best = minimize_scalar(middle_gap, bounds=(0.5, 1.5), args=(eta,),
                           method="bounded", options={"xatol": 1e-9})
    assert best.fun < 1e-6 and abs(best.x-(1-0.5**2/4)) < 1e-6

# Interband tunnelling: time evolution against exp(-pi mu^2)
mu, T = 0.4, 30.0
start = np.linalg.eigh(-T*sx+mu*sz)[1][:, 0]
sol = solve_ivp(lambda tau, y: -1j*((tau*sx+mu*sz) @ y), (-T, T),
                start.astype(complex), method="DOP853", rtol=1e-8, atol=1e-10)
upper = np.linalg.eigh(T*sx+mu*sz)[1][:, 1]
P_evolved = abs(np.vdot(upper, sol.y[:, -1]))**2
assert abs(P_evolved-np.exp(-np.pi*mu**2)) < 0.005

# Worked example: rough rounded silicene-like inputs, eV and nm
a, d, t, lam = 0.39, 0.046, 1.1, 0.004
r2_meV, r1_meV = 0.7, 0.1
eps_oxide, breakdown = 3.9, 10.0
hv = R3/2*a*t
speed = hv*1e-9*const.e/const.hbar
area = R3/2*a*a
U_screen = const.e/const.epsilon_0*1e9*d/(2*area)
fine, coarse = mesh(1200, 0.5), mesh(600, 0.5)


def transfer(V, grid):
    return sum(np.mean((V+s*lam*grid[1])/(2*energy(grid[0], grid[1], s, t, lam, V)))
               for s in (1, -1))


def inner_field(V):
    return 10*2*V/d


def applied_field(V, grid=fine):
    return 10*2*(V+U_screen*transfer(V, grid))/d


def valley_gaps(V, eta=1):
    H = bloch(eta*K, t, lam, V)
    out = []
    for i in (0, 1):
        ev = np.linalg.eigvalsh(H[i::2, i::2])
        out.append(1000*(ev[1]-ev[0]))
    return out


print("INPUTS (rough, rounded)")
print(f"lattice constant a = {a:.2f} nm, buckling d = {d:.3f} nm")
print(f"hopping t = {t:.1f} eV, spin-orbit energy lam = {1000*lam:.1f} meV")
print(f"hbar*v = {hv:.4f} eV nm, v = {speed:.3e} m/s")
print(f"cell area = {area:.4f} nm^2")
print("GAPS AT K: V (meV) | inner field, applied field (MV/cm) | up, down gap (meV)")
for ratio in (0, 0.5, 1, 1.5, 2):
    V = ratio*lam
    up, down = valley_gaps(V)
    up2, down2 = valley_gaps(V, -1)
    assert abs(up-down2) < 1e-8 and abs(down-up2) < 1e-8
    print(f"{1000*V:4.1f} | {inner_field(V):6.3f} {abs(applied_field(V)):6.2f}"
          f" | {up:6.3f} {abs(down):6.3f}")
up, down = valley_gaps(lam, -1)
print(f"at K', V = lam: up gap = {abs(up):.3f} meV, down gap = {down:.3f} meV")
up, down = valley_gaps(-lam)
print(f"at K, V = -lam: up gap = {abs(up):.3f} meV, down gap = {down:.3f} meV")
print("CHERN NUMBERS, test model lam = 0.3 t")
for V in (0.1, 0.5):
    print(f"V = {V:.1f} t: spin up {round(chern_values[1, V]):d},"
          f" spin down {round(chern_values[-1, V]):d}")

print("SCREENING BY THE PI ELECTRONS")
crit, crit_coarse = applied_field(lam), applied_field(lam, coarse)
assert abs(crit-crit_coarse) < 0.01*crit
print(f"electrostatic energy e^2 d/(2 eps0 area) = {U_screen:.3f} eV")
print(f"electrons moved per cell at V = lam: {transfer(lam, fine):.5f}")
print(f"critical field: inner {inner_field(lam):.3f}, applied {crit:.2f} MV/cm")
print(f"ratio applied/inner = {crit/inner_field(lam):.2f}")
print(f"mesh shift of applied field, 600 to 1200: {abs(crit-crit_coarse):.4f} MV/cm")
print(f"oxide: permittivity {eps_oxide:.1f}, rough breakdown {breakdown:.0f} MV/cm")
for ratio in (1, 2):
    print(f"oxide field at V = {ratio} lam: "
          f"{applied_field(ratio*lam)/eps_oxide:.2f} MV/cm")

print("RASHBA TERMS")
r2 = r2_meV/1000
change = 0.0
for V in (0.5*lam, lam, 2*lam):
    root = np.sqrt((lam*g)**2+(4*r2/3)**2*w2)
    low = min(np.sqrt(t*t*f2+(V+sg*root)**2).min() for sg in (1, -1))
    change = max(change, abs(2*low-2*abs(V-lam)))
assert change < 1e-6
print(f"second-neighbour energy {r2_meV:.1f} meV: a*r2/(hbar v) = {a*r2/hv:.2e}")
print(f"largest gap change from it: {1e6*change:.3f} micro-eV")
shift_V = r1_meV**2/(4*1000*lam)
print(f"nearest-neighbour allowance R = {r1_meV:.1f} meV:"
      f" closing moves by {1000*shift_V:.3f} micro-eV")

print("THERMAL ELECTRONS, undoped layer")


def cone_density(V, kT):
    """Conduction electrons per nm^2 from the four massive cones."""
    total = 0.0
    for m in (abs(V+lam), abs(V-lam)):
        lo = m/kT
        val = quad(lambda z: z*np.exp(-z)/(1+np.exp(-z)), lo, lo+50)[0]
        total += 2*kT**2*val/(2*np.pi*hv**2)
    return total


kB = const.k/const.e
for V in (lam, 2*lam):
    lattice = sum(np.mean(1/(np.exp(energy(fine[0], fine[1], s, t, lam, V)
                                    / (300*kB))+1)) for s in (1, -1))/area
    assert abs(lattice/cone_density(V, 300*kB)-1) < 0.02
for temp in (300, 4):
    n1, n2 = cone_density(lam, temp*kB), cone_density(2*lam, temp*kB)
    print(f"{temp} K: kT = {1000*temp*kB:.3f} meV")
    print(f"  density at V = lam: {n1*1e14:.3e} cm^-2, at 2 lam: {n2*1e14:.3e} cm^-2")
    print(f"  ratio = {n1/n2:.4g}")

print("INTERBAND TUNNELLING at V = 2 lam, smaller mass")
m = lam
print(f"mass = {1000*m:.1f} meV, decay length hbar v/m = {hv/m:.1f} nm")
print(f"in-plane field for probability 1/e: {np.pi*m*m/hv*1e4:.3f} kV/cm")
print(f"test at mu = {mu:.1f}: evolved {P_evolved:.4f},"
      f" formula {np.exp(-np.pi*mu**2):.4f}")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (rough, rounded)
lattice constant a = 0.39 nm, buckling d = 0.046 nm
hopping t = 1.1 eV, spin-orbit energy lam = 4.0 meV
hbar*v = 0.3715 eV nm, v = 5.644e+05 m/s
cell area = 0.1317 nm^2
GAPS AT K: V (meV) | inner field, applied field (MV/cm) | up, down gap (meV)
 0.0 |  0.000   0.00 |  8.000  8.000
 2.0 |  0.870   3.10 | 12.000  4.000
 4.0 |  1.739   6.20 | 16.000  0.000
 6.0 |  2.609   9.30 | 20.000  4.000
 8.0 |  3.478  12.40 | 24.000  8.000
at K', V = lam: up gap = 0.000 meV, down gap = 16.000 meV
at K, V = -lam: up gap = 0.000 meV, down gap = 16.000 meV
CHERN NUMBERS, test model lam = 0.3 t
V = 0.1 t: spin up 1, spin down -1
V = 0.5 t: spin up 0, spin down 0
SCREENING BY THE PI ELECTRONS
electrostatic energy e^2 d/(2 eps0 area) = 3.160 eV
electrons moved per cell at V = lam: 0.00325
critical field: inner 1.739, applied 6.20 MV/cm
ratio applied/inner = 3.57
mesh shift of applied field, 600 to 1200: 0.0000 MV/cm
oxide: permittivity 3.9, rough breakdown 10 MV/cm
oxide field at V = 1 lam: 1.59 MV/cm
oxide field at V = 2 lam: 3.18 MV/cm
RASHBA TERMS
second-neighbour energy 0.7 meV: a*r2/(hbar v) = 7.35e-04
largest gap change from it: 0.000 micro-eV
nearest-neighbour allowance R = 0.1 meV: closing moves by 0.625 micro-eV
THERMAL ELECTRONS, undoped layer
300 K: kT = 25.852 meV
  density at V = lam: 2.502e+11 cm^-2, at 2 lam: 2.456e+11 cm^-2
  ratio = 1.019
4 K: kT = 0.345 meV
  density at V = lam: 2.254e+07 cm^-2, at 2 lam: 3.151e+03 cm^-2
  ratio = 7151
INTERBAND TUNNELLING at V = 2 lam, smaller mass
mass = 4.0 meV, decay length hbar v/m = 92.9 nm
in-plane field for probability 1/e: 1.353 kV/cm
test at mu = 0.4: evolved 0.6049, formula 0.6049
finished without a failed check
```
